# The Square-Lattice Density of States as a Complete Elliptic Integral

Suppose that the levels of a square-lattice band are taken to be spread evenly between its edges. For a hopping energy of 0.5 eV the band is 4 eV wide, and an even spread places 5.0% of the states within 0.1 eV of the band centre. The correct share is 10.9%. The even spread thus gives less than half the true number of states in this window, and the factor by which it falls short grows logarithmically as the window is narrowed.

A histogram of band energies on a fine grid gives the right share in a fixed window, but not a value of the density at the centre. At the centre, the height of the bin grows without limit as the bin is narrowed and the grid is refined along with it, so no converged number exists there. What is needed is the functional form of the density of states, including the strength of its singularity and the constant that accompanies it.

## Setting

Consider an infinite square lattice with one orbital per site, on-site energy zero and hopping amplitude $-t$ between nearest neighbours, with $t>0$. The electrons are independent. Lengths are measured in lattice constants, so the wave vector $\mathbf k=(k_x,k_y)$ is dimensionless and each component covers one period of length $2\pi$. A Bloch state acquires a phase $e^{\pm ik_x}$ or $e^{\pm ik_y}$ on moving to a neighbour, and the sum over the four neighbours gives

$$E(\mathbf k)=-2t(\cos k_x+\cos k_y),\qquad -4t\le E\le 4t .$$

The density of states per site and per spin is

$$\rho(E)=\int\frac{d^2k}{(2\pi)^2}\,\delta\big(E-E(\mathbf k)\big).$$

This means that for every continuous function $F$ the integral $\int F(E)\rho(E)\,dE$ equals the average of $F(E(\mathbf k))$ over the zone. With $F=1$ the total is one state per site and spin. Counting both spins doubles $\rho$.

The complete elliptic integral of the first kind is written with its modulus $\kappa$:

$$K(\kappa)=\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-\kappa^2\sin^2\varphi}} .$$

Some numerical routines take $\kappa^2$ as their argument instead, and the two conventions must not be mixed.

## Theorem

Under these assumptions:

**(a)** For $0<|E|<4t$,

$$\rho(E)=\frac{1}{2\pi^2t}\,K(\kappa),\qquad \kappa^2=1-\left(\frac{E}{4t}\right)^2,$$

and $\rho(E)=0$ for $|E|>4t$.

**(b)** At a distance $\delta$ inside either edge, as $\delta\to0^+$,

$$\rho=\frac{1}{4\pi t}\left[1+\frac{\delta}{8t}+O\!\left(\frac{\delta^2}{t^2}\right)\right].$$

The edge value $1/(4\pi t)$ is therefore a limit from inside the band; outside, $\rho$ is zero.

**(c)** As $E\to0$,

$$\rho(E)=\frac{1}{2\pi^2t}\ln\frac{16t}{|E|}+o(1).$$

## Two lemmas on averages

**Lemma 1.** Put $k_x=u+v$ and $k_y=u-v$. The average of a continuous periodic function $g(k_x,k_y)$ over the zone equals the average of $g(u+v,u-v)$ with $u$ and $v$ each running independently over a full period $2\pi$.

*Proof.* A continuous periodic function can be approximated uniformly by finite sums of Fourier modes, so it is enough to check one mode with integers $n,m$:

$$e^{i(nk_x+mk_y)}=e^{i(n+m)u}\,e^{i(n-m)v}.$$

The average over $\mathbf k$ is 1 if $n=m=0$ and 0 otherwise. The average over $u$ and $v$ is 1 if $n+m=0$ and $n-m=0$, which again means $n=m=0$, and 0 otherwise. The two averages agree. $\square$

The square of side $2\pi$ in $(u,v)$ covers the zone twice, but an average is unaffected by this, so no extra factor of two appears.

**Lemma 2.** Let $A\neq0$ be real and let $v$ be uniform over a period. Then

$$\int_0^{2\pi}\frac{dv}{2\pi}\,\delta(E+A\cos v)=\frac{1}{\pi\sqrt{A^2-E^2}}\quad\text{for }|E|<|A|,$$

and the integral is zero for $|E|>|A|$.

*Proof.* The argument of the delta function vanishes where $\cos v=-E/A$. For $|E|>|A|$ there is no such point. For $|E|<|A|$ there are two in each period. At both, the derivative of the argument has magnitude

$$|A\sin v|=|A|\sqrt{1-E^2/A^2}=\sqrt{A^2-E^2}.$$

Each root contributes $1/(2\pi\sqrt{A^2-E^2})$, and the two together give the stated result. $\square$

## Proof of (a)

The identity $\cos(u+v)+\cos(u-v)=2\cos u\cos v$ turns the band energy into a product:

$$E=-4t\cos u\cos v .$$

Hold $u$ fixed and apply Lemma 2 with $A=4t\cos u$. The points where $\cos u=0$ have no weight in the $u$ integral. Averaging over $u$ then gives

$$\rho(E)=\int_{4t|\cos u|>|E|}\frac{du}{2\pi}\,\frac{1}{\pi\sqrt{16t^2\cos^2u-E^2}} .$$

The integrations over $u$ and $E$ may be exchanged here because the density in Lemma 2 is non-negative and integrates to one for each $u$.

For $|E|>4t$ the range of integration is empty and $\rho=0$. For $0<|E|<4t$ define $q=|E|/4t$. The integrand depends on $\cos^2u$, so the four quarter periods contribute equally. In the first of them the condition $\cos u>q$ means $0\le u<\arccos q$. Taking the factor $4t$ out of the root,

$$\rho(E)=\frac{4}{2\pi^2}\cdot\frac{1}{4t}\int_0^{\arccos q}\frac{du}{\sqrt{\cos^2u-q^2}}
=\frac{1}{2\pi^2t}\int_0^{\arccos q}\frac{du}{\sqrt{\kappa^2-\sin^2u}},$$

where $\cos^2u-q^2=1-q^2-\sin^2u$ and $\kappa^2=1-q^2$.

Now substitute $\sin u=\kappa\sin\varphi$. The lower limit stays at zero. At the upper limit $\sin u=\sqrt{1-q^2}=\kappa$, so $\varphi=\pi/2$. Differentiation gives $\cos u\,du=\kappa\cos\varphi\,d\varphi$, while the root becomes $\kappa\cos\varphi$. Therefore

$$\frac{du}{\sqrt{\kappa^2-\sin^2u}}=\frac{d\varphi}{\cos u}=\frac{d\varphi}{\sqrt{1-\kappa^2\sin^2\varphi}} ,$$

and the integral is $K(\kappa)$. $\square$

**Remark on symmetry.** The result is even in $E$. This reflects the relation $E(k_x+\pi,k_y+\pi)=-E(k_x,k_y)$, which pairs each state with one of opposite energy. For the same reason, a negative $t$ leaves the density of states unchanged once $t$ is replaced by $|t|$.

## Proof of (b), and the meaning of the edge value

Near an edge $\kappa$ is small. Expanding the integrand of $K$ to first order in $\kappa^2$ and using $\int_0^{\pi/2}\sin^2\varphi\,d\varphi=\pi/4$,

$$K(\kappa)=\frac{\pi}{2}+\frac{\kappa^2}{2}\cdot\frac{\pi}{4}+O(\kappa^4)=\frac{\pi}{2}\left[1+\frac{\kappa^2}{4}+O(\kappa^4)\right].$$

With $|E|=4t-\delta$,

$$\kappa^2=1-\left(1-\frac{\delta}{4t}\right)^2=\frac{\delta}{2t}-\frac{\delta^2}{16t^2}.$$

Insert this in (a). The prefactor is $\pi/(4\pi^2t)=1/(4\pi t)$, and the first correction is $\kappa^2/4=\delta/(8t)$ to leading order. $\square$

The same result follows from counting states near the band minimum, which shows its physical origin. Put $k_x=k\cos\theta$ and $k_y=k\sin\theta$. Expanding the cosines to fourth order gives the energy above the minimum,

$$\delta=tk^2-\frac{t}{12}c(\theta)k^4,\qquad c(\theta)=\cos^4\theta+\sin^4\theta .$$

The first term is a parabolic band. Solving for $k^2$ to second order in $\delta$,

$$k^2=\frac{\delta}{t}+\frac{c(\theta)}{12}\frac{\delta^2}{t^2}.$$

The number of states per site below this energy is the enclosed area divided by $4\pi^2$. The angular average of $c$ is $3/4$, so

$$N(\delta)=\frac{1}{4\pi^2}\int_0^{2\pi}\frac{k^2}{2}\,d\theta
=\frac{1}{4\pi}\left[\frac{\delta}{t}+\frac{\delta^2}{16t^2}\right],$$

up to terms of third order. Its derivative is $(1/4\pi t)(1+\delta/8t)$, as before. The step at the edge is the constant density of a two-dimensional parabolic band. The density then rises because the cosine band bends below the parabola, so that a given energy encloses more of $\mathbf k$ space.

## Proof of (c)

As $E\to0$ the modulus tends to 1 and the integral for $K$ diverges. The following bounds control the divergence and fix the constant.

**Lemma 3.** For $0<q<1$ and $\kappa^2=1-q^2$,

$$\frac{2\,\mathrm{arsinh}(1/\sqrt q)}{\sqrt{1+q}}\le K(\kappa)\le 2\,\mathrm{arsinh}(1/\sqrt q).$$

*Proof.* Set $x=\cot\varphi$. Then $\sin\varphi=1/\sqrt{1+x^2}$, $d\varphi=-dx/(1+x^2)$, and

$$1-\kappa^2\sin^2\varphi=\cos^2\varphi+q^2\sin^2\varphi=\frac{x^2+q^2}{1+x^2}.$$

As $\varphi$ goes from 0 to $\pi/2$, $x$ goes from infinity to 0. The minus sign reverses the limits, and

$$K=\int_0^\infty\frac{dx}{\sqrt{(1+x^2)(x^2+q^2)}} .$$

Split the range at $x=\sqrt q$ and put $x=q/y$ in the outer part, so that $y$ runs between $\sqrt q$ and 0. Here $|dx|=q\,dy/y^2$, and

$$(1+x^2)(x^2+q^2)=\frac{y^2+q^2}{y^2}\cdot\frac{q^2(1+y^2)}{y^2}.$$

The factors $q/y^2$ cancel between the differential and the root. The outer part thus equals the inner part, and

$$K=2\int_0^{\sqrt q}\frac{dx}{\sqrt{(1+x^2)(x^2+q^2)}} .$$

On this range $1\le1+x^2\le1+q$. Replacing $1+x^2$ by its smallest and largest values gives the upper and lower bounds, because

$$\int_0^{\sqrt q}\frac{dx}{\sqrt{x^2+q^2}}=\mathrm{arsinh}\frac{\sqrt q}{q}=\mathrm{arsinh}\frac{1}{\sqrt q}.\qquad\square$$

The definition of the inverse hyperbolic sine gives

$$2\,\mathrm{arsinh}\frac1{\sqrt q}=2\ln\frac{1+\sqrt{1+q}}{\sqrt q}
=\ln\frac4q+2\ln\frac{1+\sqrt{1+q}}{2}.$$

The last term lies between 0 and $q/2$, since $\sqrt{1+q}\le1+q/2$ and $\ln(1+q/4)\le q/4$. For the lower bound use $1/\sqrt{1+q}\ge1-q/2$. Together these yield

$$-\frac q2\ln\frac4q\le K(\kappa)-\ln\frac4q\le\frac q2 .$$

Both outer expressions vanish as $q\to0$. Since $4/q=16t/|E|$, division by $2\pi^2t$ proves (c). $\square$

## Where the logarithm comes from

The density of states can also be written as an integral along the contour of constant energy,

$$\rho(E)=\frac{1}{4\pi^2}\oint\frac{d\ell}{|\nabla_{\mathbf k}E|},\qquad \nabla_{\mathbf k}E=2t(\sin k_x,\sin k_y).$$

The gradient vanishes at the minimum $(0,0)$, the maximum $(\pi,\pi)$, and the points $(0,\pi)$ and $(\pi,0)$. The last two have energy zero. Away from them the gradient is bounded below on contours near $E=0$, so the rest of the zone gives a finite contribution.

Near $(0,\pi)$ write $k_x=p$ and $k_y=\pi+r$. Then

$$E=-2t(\cos p-\cos r)\approx t(p^2-r^2)=t\,ab,\qquad a=p+r,\quad b=p-r .$$

This is a saddle. The Jacobian is $dp\,dr=da\,db/2$. Take the region $|a|,|b|<\Lambda$ with a fixed small cutoff $\Lambda$. At given $a$, the delta function sets $b=E/(ta)$ and contributes $1/(t|a|)$. The condition $|b|<\Lambda$ requires $|a|>|E|/(t\Lambda)$. Both signs of $a$ count, so

$$\rho_{\rm saddle}=\frac{1}{4\pi^2}\cdot\frac12\cdot\frac2t\int_{|E|/(t\Lambda)}^{\Lambda}\frac{da}{a}
=\frac{1}{4\pi^2t}\ln\frac{t\Lambda^2}{|E|}.$$

The terms dropped from the energy do not alter the coefficient. Without approximation $E=4t\sin(a/2)\sin(b/2)$. With $2\sin(a/2)$ and $2\sin(b/2)$ as variables, the energy is again $t$ times a product, and the Jacobian gains a smooth factor equal to 1 plus terms quadratic in the variables. Those terms remove the divergence at small $a$ or small $b$ and leave a bounded contribution.

The point $(\pi,0)$ has the same form with the sign of $E$ reversed. Two saddles give $1/(2\pi^2t)$, the coefficient in (c). The local calculation leaves $\Lambda$ undetermined inside the logarithm; the constant 16 requires the whole band.

## Worked example

Take the round value $t=0.5$ eV, with no particular material implied. The edges are at $\pm2$ eV and $2\pi^2t=9.870$ eV. At $E=1$ eV,

$$\kappa^2=1-\left(\frac{1}{2}\right)^2=0.75,\qquad K=2.1565,\qquad
\rho=\frac{2.1565}{9.870\ \text{eV}}=0.2185\ \text{eV}^{-1}.$$

The logarithmic form gives $\ln 8/(9.870\ \text{eV})=0.2107\ \text{eV}^{-1}$, which is 3.6% below the full result. Other energies show its range of use:

| $E$ (eV) | full $\rho$ (eV$^{-1}$) | logarithm (eV$^{-1}$) |
|---:|---:|---:|
| 1.900 | 0.1633 | 0.1457 |
| 0.200 | 0.3744 | 0.3738 |
| 0.020 | 0.6071 | 0.6071 |
| 0.002 | 0.8404 | 0.8404 |

The peak is high but grows slowly: each tenfold reduction of $|E|$ near the centre adds about 0.233 eV$^{-1}$.

At the edge, $1/(4\pi t)=0.15915$ eV$^{-1}$. At 0.01 eV inside it, the correction factor is $1+0.01/4=1.0025$, which gives 0.15955 eV$^{-1}$. Direct integration over the zone gives the same value to these digits.

The saddle explanation can be tested by dividing the zone into strips in $k_x$. One strip of half-width 0.5 surrounds $k_x=0$ and contains the saddle $(0,\pi)$; another surrounds $k_x=\pi$ and contains $(\pi,0)$. When $|E|$ falls from 0.002 to 0.0002 eV, the predicted growth per saddle is $\ln10/(4\pi^2t)=0.11665$ eV$^{-1}$. The strips grow by 0.11705 and 0.11626 eV$^{-1}$. The rest of the zone changes by less than 0.00001 eV$^{-1}$.

Although $\rho$ diverges at $E=0$, the number of states there is finite. Integrating (c) over $|E|<w$, with $w\ll4t$, gives the fraction

$$\frac{1}{\pi^2t}\int_0^w\ln\frac{16t}{E}\,dE=\frac{w}{\pi^2t}\left[\ln\frac{16t}{w}+1\right].$$

For $w=0.1$ eV this is $0.02026\,(\ln80+1)=0.1091$. Integrating the full formula and counting points on a grid of wave vectors both give 0.1091 as well. This is the 10.9% quoted at the start.

## Relation to the lattice Green function

The local Green function is the diagonal site element of $(z-H)^{-1}$, where $H$ is the hopping Hamiltonian and $z$ is a complex energy off the real axis. In the Bloch basis it is

$$G(z)=\int\frac{d^2k}{(2\pi)^2}\frac{1}{z-E(\mathbf k)}=\int_{-4t}^{4t}\frac{\rho(E)}{z-E}\,dE .$$

The second form follows from the definition of $\rho$. For $z=E+i\eta$ with $\eta\to0^+$, the imaginary part of $1/(z-E')$ tends to $-\pi\delta(E-E')$, so $\rho(E)=-\mathrm{Im}\,G(E+i0^+)/\pi$ wherever $\rho$ is continuous. At $z=0.50+0.25i$ eV, the wave-vector sum and the integral over the elliptic formula both give $G=0.3651-0.8473i$ eV$^{-1}$.

For $|z|>4t$ the expansion of $1/(z-E)$ in powers of $E/z$ brings in the moments $\int E^n\rho\,dE$. Each equals the diagonal element of $H^n$, that is, $(-t)^n$ times the number of closed walks of $n$ steps. There are 4 such walks for $n=2$ and 36 for $n=4$. The moments are therefore $4t^2=1.00$ eV$^2$ and $36t^4=2.25$ eV$^4$, in agreement with integration of the formula.

## When the result changes

**Unequal hoppings.** If the amplitudes along the two axes are $t_x\ne t_y$, both positive, the saddles lie at energies $2(t_y-t_x)$ and $2(t_x-t_y)$. The central peak splits into two.

**Diagonal hopping.** An amplitude $-t'$ to the diagonal neighbours adds $-4t'\cos k_x\cos k_y$ to the energy. Near $(0,\pi)$,

$$E\approx4t'+(t-2t')p^2-(t+2t')r^2 .$$

For $|t'|<t/2$ this point is still a saddle, so a logarithm survives, but it moves to $E=4t'$ and the formula in (a) no longer applies.

**Finite lifetime.** Suppose that each level is broadened into a Lorentzian of half-width $\eta\ll t$. At the centre, (c) is then averaged with weight $\eta/[\pi(E^2+\eta^2)]$. With $E=\eta x$, the average of $\ln|x|$ vanishes, because $x\to1/x$ preserves the weight and reverses the sign of the logarithm. The peak is thus cut off at

$$\rho_\eta(0)\approx\frac{1}{2\pi^2t}\ln\frac{16t}{\eta}.$$

**Finite size.** A finite lattice has discrete levels. On a periodic $L\times L$ lattice the allowed wave vectors are spaced by $2\pi/L$, so the energy changes by up to about $4\pi t/L$ from one to the next, and the smooth function $\rho$ describes the count of states when the energy window is wide compared with this step. Many separate levels in the window are not enough near the centre: for even $L$ the lines $k_x\pm k_y=\pi$ fall on the grid and place $2L-2$ states exactly at $E=0$.

The numerical check that follows compares the theorem with direct integration, counting and closed walks.

## Numbers as computed

```
hopping t = 0.500 eV
band edges = -2.000 and 2.000 eV
E (eV) | kappa^2 | K | rho direct | rho formula | rho log (1/eV)
1.900 | 0.097500 | 1.611338 | 0.163263 | 0.163263 | 0.145658
1.000 | 0.750000 | 2.156516 | 0.218501 | 0.218501 | 0.210691
0.200 | 0.990000 | 3.695637 | 0.374446 | 0.374446 | 0.373762
0.020 | 0.999900 | 5.991589 | 0.607075 | 0.607075 | 0.607062
0.002 | 0.999999 | 8.294051 | 0.840363 | 0.840363 | 0.840363
edge value 1/(4 pi t) = 0.159155 1/eV
distance from edge = 0.010 eV
direct rho there = 0.159554 1/eV
edge value with linear correction = 0.159553 1/eV
q | lower bound | K | upper bound | ln(4/q)
0.100 | 3.563187 | 3.695637 | 3.737102 | 3.688879
0.010 | 5.966687 | 5.991589 | 5.996446 | 5.991465
0.001 | 8.290405 | 8.294051 | 8.294549 | 8.294050
|E| lowered from 0.0020 to 0.0002 eV, kx window half-width 0.50 rad
saddle (0,pi): rho part 0.281419 -> 0.398469, growth 0.117050 1/eV
saddle (pi,0): rho part 0.282301 -> 0.398557, growth 0.116256 1/eV
rest of zone: rho part 0.276643 -> 0.276638, growth -0.000005 1/eV
predicted growth per saddle = 0.116650 1/eV
fraction of states with |E| < 0.10 eV:
  counted 0.10909, integrated 0.10908, log formula 0.10906, flat band 0.05000
fraction with E < -1.5 eV: counted 0.08515, integrated 0.08515
moment 0: 1.000000 eV^0, closed walks 1
moment 2: 1.000000 eV^2, closed walks 4
moment 4: 2.250000 eV^4, closed walks 36
z = 0.50 + 0.25 i eV
G from k sum = 0.365105 -0.847287 i 1/eV
G from rotated sum = 0.365105 -0.847287 i 1/eV
G from rho = 0.365105 -0.847287 i 1/eV
```
